# The Flambaum-Ginges radiative potential tested against a computed one-loop self-energy: a program that tests the result

```python
# Flambaum-Ginges (FG) radiative potential for the electron self-energy versus the
# all-order one-loop function F, defined by dE = (alpha/pi) a^4 F / n^3 m c^2, a = Z alpha,
# point nucleus, units hbar = c = m = 1, spinor (P chi_kappa, i Q chi_-kappa)/r.
# FG = electric + magnetic + low-frequency term; its fit constants are the published ones.
# The reference F(ns) is computed here in Feynman gauge: zero- and one-potential terms in
# momentum space, many-potential term by partial waves on a staggered logarithmic grid.
# Claims: the FG shapes are the free form factors F1, F2; FG is close for 2s and 3s and
# too large for 1s.
import numpy as np
from math import pi, sqrt, log, exp
from numpy.polynomial.legendre import leggauss
from scipy.constants import alpha, physical_constants
from scipy.special import gamma as Gam, ive, spherical_jn, spherical_yn, zeta
from scipy.linalg import eigvalsh_tridiagonal
from scipy.integrate import quad
mc2 = physical_constants['electron mass energy equivalent in MeV'][0]*1e6

def gl(n):
    x, w = leggauss(n)
    return (x+1)/2, w/2

def coulomb(n, k, a):
    nr = n-abs(k); g = sqrt(k*k-a*a); N = sqrt(nr*nr+2*nr*g+k*k)
    eps = (nr+g)/N; lam = a/N
    def M(m):
        c = np.zeros(nr+1); t = 1.0
        for j in range(m+1):
            c[j] = t; t *= (j-m)/((2*g+1+j)*(j+1))*2*lam
        return c
    cP = sqrt(1+eps)*((N-k)*M(nr)-nr*M(nr-1))
    cQ = -lam/sqrt(1+eps)*((N-k)*M(nr)+nr*M(nr-1))
    e = 2*g+1+np.arange(2*nr+1)
    nm = sqrt(np.sum((np.convolve(cP, cP)+np.convolve(cQ, cQ))*Gam(e)/(2*lam)**e))
    return dict(eps=eps, lam=lam, g=g, cP=cP/nm, cQ=cQ/nm, n=n, a=a)

def radial(s, r):
    f = r**s['g']*np.exp(-s['lam']*r)
    return f*np.polyval(s['cP'][::-1], r), f*np.polyval(s['cQ'][::-1], r)

def momentum(s, p):      # s states: psi(p) = (g xi, h sigma.n xi)/sqrt(4 pi)
    g = 0; h = 0; z = s['lam']-1j*p
    for k in range(len(s['cP'])):
        mu = s['g']+1+k; t = Gam(mu)*z**(-mu)
        g = g+s['cP'][k]*t.imag/p
        h = h-s['cQ'][k]*((Gam(mu-1)*z**(1-mu)).imag/p**2-t.real/p)
    return 4*pi*g, 4*pi*h

# ---------------- FG potential (t = cosh u) ----------------
sq, wq = gl(300); uq = 22*sq**2; wu = 44*sq*wq; tq = np.cosh(uq)
w_mag = wu/tq**2
def w_el(L):
    return wu*((1-0.5/tq**2)*(2*np.log(np.sinh(uq))+L)-1.5+1/tq**2)
def fg_par(Z):
    a = Z*alpha; x = (Z-80)*alpha
    return (1.071-1.976*x**2-2.128*x**3+0.169*x**4, 0.074+0.35*a, 4*log(1/a+0.5))
def fg_pot(r, Z, fitted=True):
    a = Z*alpha; A, B, L = fg_par(Z); x = 2*np.outer(r, tq); ex = np.exp(-x)
    el = alpha/pi*a/r*(ex@w_el(L))*(A*r/(r+0.07*a*a) if fitted else 1.0)
    mag = -alpha/(4*pi)*a/r**2*((-np.expm1(-x)-x*ex)@w_mag)
    return el, mag, B*alpha*a**4*np.exp(-a*r)
def fg_table(Z, states, fitted=True):
    a = Z*alpha; r = np.exp(np.arange(log(1e-7), log(400/a), 0.02)); w = 0.02*r
    el, mag, low = fg_pot(r, Z, fitted); out = {}
    for n, k in states:
        s = coulomb(n, k, a); P, Q = radial(s, r); u = n**3*pi/(alpha*a**4)
        assert abs(w@(P*P-Q*Q)-s['eps']) < 1e-8          # virial theorem <beta> = eps
        out[n, k] = np.array([w@((P*P+Q*Q)*el), 2*w@(P*Q*mag), w@((P*P+Q*Q)*low)])*u
    return out

print(f"alpha = {alpha:.10f}, m c^2 = {mc2:.2f} eV")
Q2 = 2.25; mu = 1e-4; yq, wy = gl(30); yy = yq*(1-yq)
F2f = wy@(1/(1+yy*Q2)); F2s = np.sum(w_mag*4*tq**2/(Q2+4*tq**2))
sz, wz = gl(250); ze = np.exp(-25*sz)[:, None]; z = 1-ze; nu = 1-4*z+z*z
itg = (-np.log(1+Q2*yy)+(nu-Q2*(z+ze**2*yy))/(ze**2*(1+Q2*yy)+mu*mu*z)-nu/(ze**2+mu*mu*z))
F1f = 0.5*(25*wz)@((ze**2*itg)@wy); F1s = -np.sum(w_el(log(4/mu**2))*Q2/(Q2+4*tq**2))
assert abs(F2f-F2s) < 1e-8 and abs(F1f/F1s-1) < 1e-3     # O(mu) terms are dropped
print(f"Q^2 = {Q2} m^2, photon mass mu = {mu} m")
print(f"F2/(alpha/2pi): Feynman {F2f:.7f}, spectral {F2s:.7f}")
print(f"(F1-1)/(alpha/pi): Feynman {F1f:.4f}, spectral {F1s:.4f}")
Zs = 0.05; lo = fg_table(Zs, [(1, -1), (2, 1), (2, -2)], False)
lim = 4/3*(0.5*(fg_par(Zs)[2]-log(4))-3/8)
assert abs(lo[1, -1][0]/lim-1) < 5e-3                    # corrections are O(Z alpha)
print(f"Z = {Zs}, A = 1: F_el(1s) = {lo[1,-1][0]:.4f}, limit {lim:.4f}")
for (n, k), l in (((1, -1), 0), ((2, 1), 1), ((2, -2), 1)):
    assert abs(lo[n, k][1]*(-2*k*(2*l+1))-1) < 5e-3
    print(f"Z = {Zs}: F_mag(n={n},kappa={k}) = {lo[n,k][1]:.5f}, limit {-1/(2*k*(2*l+1)):.5f}")

# ---------------- staggered grid: even points P, odd points Q ----------------
NG = 1201; dl0 = log(90/3e-5)/(NG-1); rg = 3e-5*np.exp(dl0*np.arange(NG))
def offdiag(r, dl, kap):
    ev = (np.arange(len(r)-1) % 2 == 0)[:, None]
    o = np.where(ev, -np.exp(-kap*dl), np.exp(kap*dl))/(2*dl*np.sqrt(r[1:]*r[:-1]))[:, None]
    o[0, kap > 0] = 0.0          # chain starts with Q for kappa > 0: no irregular mode
    return o
def level(r, dl, k, a, eps, dV=0.0, dm=0.0):
    d = np.where(np.arange(len(r)) % 2 == 0, 1.0, -1.0)-a/r+dV
    e = offdiag(r, dl, np.array([k]))[:, 0]+0.5*dm; i = 1 if k > 0 else 0
    v = eigvalsh_tridiagonal(d[i:], e[i:], select='v', tol=1e-15, lapack_driver='stebz',
                             select_range=(eps-0.01*a*a, eps+0.01*a*a))
    assert len(v) == 1
    return v[0]

# ---------------- momentum-space terms, in units alpha/(4 pi) ----------------
def sig_ab(rho):
    c = 1-rho; sm = abs(c) < 1e-3; cs = np.where(sm, 1.0, c)
    t = np.where(sm, 0.5+c/6+c*c/12, (1+rho*np.log(rho)/cs)/cs)
    return 2+4*(c*t-1), -(1+c)*t
def zero_pot(s, E):
    p = s['lam']*np.exp(np.arange(-7, 16, 0.25)); g, h = momentum(s, p)
    A, B = sig_ab(1-E*E+p*p)
    return 0.25*np.sum(p**3*(A*(g*g-h*h)+B*(E*(g*g+h*h)-2*p*g*h)))/(2*pi)**3
ty, wt = gl(16); ys = ty**2*(3-2*ty); wys = 6*ty*(1-ty)*wt
def vertex(E, p, q, c, g, h, gq, hq):   # spin average of psibar(q) Lambda^0 psi(p)
    T0 = g*gq+h*hq*c; T1 = g*gq-h*hq*c; W = h*hq*p*q*(1-c*c); k2 = p*p+q*q-2*p*q*c
    S = gq*h*(p+q*c)+hq*g*(p*c+q); tot = 0
    for y, w in zip(ys, wys):
        R = 1-E*E+y*q*q+(1-y)*p*p; D = 1+y*(1-y)*k2; u = D/R-1
        sm = abs(u) < 0.05; us = np.where(sm, 1.0, u); ut = np.where(sm, u, 0.0)
        L0 = np.log(D/R)/us; L1 = (1-L0)/us; L2 = (0.5-L1)/us
        s2 = 0
        for m in range(9, -1, -1):
            s2 = 1/(m+3)-ut*s2
        s1 = 0.5-ut*s2
        L0 = np.where(sm, 1-ut*s1, L0); L1 = np.where(sm, s1, L1); L2 = np.where(sm, s2, L2)
        Sb = gq*h*((1-y)*p+y*q*c)+hq*g*((1-y)*p*c+y*q)
        d1 = (1-y)*p*p+y*q*q+p*q*c; d2 = (1-y)**2*p*p+y*y*q*q+2*y*(1-y)*p*q*c
        N0 = -2*(T0*(E*E+p*q*c)-E*S-W)+8*E*T1-2*T0
        N1 = -2*(-T0*(2*E*E+d1)+E*(S+2*Sb)+W)-8*E*T1
        N2 = -2*(T0*(E*E+d2)-2*E*Sb)
        tot = tot+w*((-1.5-np.log(D)+u*L2)*T0-(N0*L0+N1*L1+N2*L2)/R)
    return tot, T0
def one_pot(s, E):
    Y = log(s['lam'])+np.arange(-5, 10, 0.35)[:, None, None]
    t, wt_ = gl(36); tau = (10*t**3)[None, :, None]; wtau = (30*t*t*wt_)[None, :, None]
    p = np.exp(Y+tau/2); q = np.exp(Y-tau/2); v, wv = gl(14)
    rng = np.log((p+q)/(p-q)); k = (p-q)*np.exp(rng*v); c = (p*p+q*q-k*k)/(2*p*q)
    F, T0 = vertex(E, p, q, c, *momentum(s, p), *momentum(s, q))
    w = -s['a']*16*pi**2/(2*pi)**6*0.35*wtau*rng*wv*(p*q)**2
    return np.sum(w*F), np.sum(w*T0)

sg = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]); O = np.zeros((2, 2))
gm = np.array([np.diag([1, 1, -1, -1]).astype(complex)]+[np.block([[O, x], [-x, O]]) for x in sg])
met = np.array([1., -1, -1, -1]); I4 = np.eye(4)
slash = lambda p: np.einsum('...m,mij->...ij', p*met, gm)
def vertex_matrix(pp, p, G):            # direct double Feynman-parameter quadrature
    x1, w1 = gl(40); x = np.repeat(x1, 40); y = np.tile(x1, 40); w = np.outer(w1, w1).ravel()
    b = y[:, None]*pp+(1-y)[:, None]*p
    den = x*((b*b)@met)+y*(1-(pp*pp)@met)+(1-y)*(1-(p*p)@met)
    X = (slash(pp-x[:, None]*b)+I4)@G@(slash(p-x[:, None]*b)+I4)
    N = sum(met[m]*gm[m]@X@gm[m] for m in range(4))
    return np.sum(w*2*x*(-np.log(x*den)-2))*G-np.einsum('k,kij->ij', w/den, N)
def sigma_matrix(p):
    A, B = sig_ab(np.array(1-(p*p)@met))
    return A*I4+B*slash(p)
p1 = np.array([.7, .3, 0, .4]); p2 = np.array([.5, -.2, .6, .1])
ward = abs(vertex_matrix(p2, p1, slash(p2-p1))-sigma_matrix(p1)+sigma_matrix(p2)).max()
n1 = np.array([0, 0, 1.]); n2 = np.array([.6, 0, .8]); E = .8
psi = lambda g, h, n: np.vstack([g*np.eye(2), h*np.einsum('i,ijk->jk', n, sg)])
ex = 0.5*np.trace(psi(.7, .4, n2).conj().T@gm[0]@vertex_matrix(
    np.r_[E, 1.3*n2], np.r_[E, .5*n1], gm[0])@psi(1.1, .3, n1)).real
sc = float(vertex(E, np.array(.5), np.array(1.3), .8, 1.1, .3, .7, .4)[0])
assert ward < 1e-5 and abs(ex-sc) < 1e-5
print(f"Ward identity residual = {ward:.1e}; vertex: matrices {ex:.6f}, scalar form {sc:.6f}")
D, r12 = 0.4, 1.7
real_k = (quad(lambda k: np.sin(k*r12), 0, 2*D, weight='cauchy', wvar=D)[0]
          + quad(lambda k: 1/(k-D), 2*D, np.inf, weight='sin', wvar=r12)[0])/pi
rot = np.cos(D*r12)-quad(lambda w: exp(-w*r12)*D/(D*D+w*w), 0, np.inf)[0]/pi
assert abs(real_k-rot) < 1e-7
print(f"contour test, Delta={D}, r12={r12}: real photons {real_k:.7f}, rotated {rot:.7f}")

# ---------------- many-potential term ----------------
wg = 3e-6*np.exp(0.7*np.arange(29)); ww = 0.7*wg; ww[0] /= 1-exp(-0.7)
LM = 21; xx = np.outer(rg, wg); BI = np.zeros((NG, LM+2, len(wg))); BK = np.zeros_like(BI)
for L in (LM, LM+1):
    BI[:, L] = np.sqrt(pi/(2*xx))*ive(L+0.5, xx)
for L in range(LM, 0, -1):
    BI[:, L-1] = BI[:, L+1]+(2*L+1)/xx*BI[:, L]
BK[:, 0] = 1/xx; BK[:, 1] = 1/xx+1/xx**2
for L in range(1, LM):
    BK[:, L+1] = BK[:, L-1]+(2*L+1)/xx*BK[:, L]
sgn = np.array([1., -1, -1, -1])
def channels(k):
    K = abs(k); l = k if k > 0 else -k-1; lb = l-1 if k > 0 else l+1
    bb = (l*(2*l-1) if k > 0 else (l+1)*(2*l+3))/(2*l+1)
    return ([l, lb, lb, max(2*l-lb, 0)],
            [sqrt(K), sqrt(K/3), sqrt(max(bb-K/3, 0)), sqrt(4*l*(l+1)/(2*l+1))],
            [sqrt(K), sqrt(3*K), 0., 0.])
def many(s, kmax, c, st):               # terms per |kappa| and pole terms, units alpha
    r = rg[::st]; dl = dl0*st; N = len(r); a = s['a']; P, Q = radial(s, r)
    kap = np.r_[-np.arange(1, kmax+1), np.arange(1, kmax+1)]
    ch = [channels(int(k)) for k in kap]
    Li, cP, cQ = (np.array([x[j] for x in ch]).T for j in range(3))
    e = np.full(len(kap), s['eps']); e[0] = level(r, dl, -1, a, s['eps'])
    if s['n'] > 1:
        e[kmax] = level(r, dl, 1, a, s['eps'])
    zz = (e+c)[None, :]-1j*wg[:, None]; h = 0.005
    lv = np.array([1, 0, h, -h])[:, None, None]; off = offdiag(r, dl, kap)
    dg = lambda i: zz-((1.0 if i % 2 == 0 else -1.0)+lv*(c-a/r[i]))
    bi = BI[::st]; kd = bi*BK[::st]*wg
    sr = bi[:-1]/bi[1:]*np.exp(-np.outer(np.diff(r), wg))[:, None, :]
    qs = np.zeros((N, 4)+zz.shape, complex)
    for i in range(N-2, -1, -1):
        qs[i] = off[i]**2/(dg(i+1)-qs[i+1])
    T = np.zeros((4, 4)+zz.shape, complex); S = 0; carry = 0
    for i in range(N):
        A = np.array([P[i], Q[i], Q[i], Q[i]] if i % 2 == 0 else [Q[i], P[i], P[i], P[i]])
        u = (cP if i % 2 == 0 else cQ)*A[:, None]*sqrt(2*dl*r[i])
        if i == 0:
            u = u*(kap < 0)
        l = dg(i)-carry; X = T+u[:, None, None, :]
        Ku = kd[i][Li].transpose(0, 2, 1)*(sgn[:, None]*u)[:, None, :]
        S = S+((X+T)*Ku[:, None]).sum(0)/(l-qs[i])
        if i < N-1:
            rt = off[i]/l; carry = rt*off[i]
            T = X*rt*sr[i][Li].transpose(0, 2, 1)[:, None]
    tk = -ww@(S[0]-S[1]-(S[2]-S[3])/(2*h)).real/pi
    pole = 0
    for m in range(1, s['n']+1):
        for k in [j for j in range(-m, m) if j]:
            b = coulomb(m, k, a); D = s['eps']-b['eps']
            if D < -1e-10:
                continue
            Pn, Qn = radial(b, r); Ls, xP, xQ = channels(k)
            for j, L in enumerate(Ls):
                u = (xP[j]*(Q if j else P)*Pn+xQ[j]*(P if j else Q)*Qn)*dl*r
                if D < 1e-10:
                    f, g, wt_ = r**L, r**(-L-1.0)/(2*L+1), 0.5
                else:
                    f, g, wt_ = spherical_jn(L, D*r), -D*spherical_yn(L, D*r), 1.0
                pole += wt_*sgn[j]*np.sum(u*g*(2*np.cumsum(u*f)-u*f))
    return np.r_[tk[:kmax]+tk[kmax:], pole]
def summed(t):
    K = len(t); k = np.arange(K-4, K+1.0); pw = np.array([3., 4., 5.])
    cf = np.linalg.lstsq((K/k[:, None])**pw, t[-5:], rcond=None)[0]
    return t.sum()+np.sum(cf*K**pw*zeta(pw, K+1))
def reference(Z, n, kmax, c=0.0):
    a = Z*alpha; s = coulomb(n, -1, a); E = s['eps']+c; u = n**3/a**4
    e1, V = one_pot(s, E); P, Q = radial(s, rg)
    assert abs(V/(-a*dl0*np.sum(P*P+Q*Q))-1) < 2e-5      # <V> in momentum and position space
    e1 -= c*(zero_pot(s, E+1e-3)-zero_pot(s, E-1e-3))/2e-3
    t = (4*many(s, kmax, c, 1)-many(s, kmax, c, 2))/3*pi*u
    F2 = summed(t[:-1])+t[-1]; unc = abs(summed(t[:-1])-summed(t[:-4]))
    assert unc < 0.03                                    # stability of partial-wave tail
    return zero_pot(s, E)*u/4, e1*u/4, F2, t[-1], unc

names = {(1, -1): '1s', (2, -1): '2s', (3, -1): '3s', (4, -1): '4s', (5, -1): '5s',
         (2, 1): '2p1/2', (2, -2): '2p3/2'}
for Z, todo in ((76, ((1, 12), (2, 16), (3, 20))), (50, ((1, 12), (2, 16)))):
    a = Z*alpha; A, B, L = fg_par(Z); eV = alpha/pi*a**4*mc2
    fg = fg_table(Z, list(names) if Z == 76 else [(1, -1), (2, -1)])
    print(f"--- Z = {Z}: Z alpha = {a:.5f}, (alpha/pi)(Z alpha)^4 mc^2 = {eV:.4f} eV")
    print(f"A0 = {A:.4f}, B = {B:.4f}, L = {L:.4f}, cutoff radius = {0.07*a*a:.5f} hbar/mc")
    for key, v in fg.items():
        print(f"FG {names[key]}: el {v[0]:.4f} mag {v[1]:.4f} low {v[2]:.4f} F {v.sum():.4f}"
              f" dE {v.sum()*eV/key[0]**3:.3f} eV")
    ref = {}; dev = {}
    for n, kmax in todo:
        f0, f1, f2, po, unc = reference(Z, n, kmax); ref[n] = f0+f1+f2
        dev[n] = fg[n, -1].sum()/ref[n]-1
        print(f"QED {n}s: zero {f0:.4f} one {f1:.4f} many {f2:.4f} (poles {po:.4f}), kmax {kmax}")
        print(f"QED {n}s: F {ref[n]:.4f} tail change {unc:.4f} dE {ref[n]*eV/n**3:.3f} eV,"
              f" FG off by {100*dev[n]:+.1f} %")
    dfg = fg[2, -1].sum()-fg[1, -1].sum()
    print(f"F(2s)-F(1s): QED {ref[2]-ref[1]:.3f}, FG {dfg:.3f}")
    assert 0.05 < dev[1] < 0.30 and abs(dev[2]) < 0.12 and abs(dev[2]) < dev[1]
    assert ref[2]-ref[1] > dfg
    if Z == 76:
        assert abs(dev[3]) < 0.10
        c = -0.25; g0, g1, g2, _, _ = reference(Z, 1, 16, c)
        print(f"1s, shift c = {c} mc^2: zero {g0:.4f} one {g1:.4f} many {g2:.4f} F {g0+g1+g2:.4f}")
        assert abs(g0+g1+g2-ref[1]) < 0.01
        el, _, low = fg_pot(rg, Z); mag = fg_pot(np.sqrt(rg[1:]*rg[:-1]), Z)[1]
        for n, k in ((1, -1), (2, -1), (2, 1), (2, -2)):
            eps = coulomb(n, k, a)['eps']; u = n**3*mc2/eV
            e0 = level(rg, dl0, k, a, eps); ep = level(rg, dl0, k, a, eps, el+low, mag)
            em = level(rg, dl0, k, a, eps, -el-low, -mag)
            assert abs(e0-eps) < 2e-4*a*a
            assert abs((ep-em)/2*u-fg[n, k].sum()) < 3e-3    # second-order grid error
            print(f"grid {names[n,k]}: eps {eps:.6f} mc^2, F odd part {(ep-em)/2*u:.4f},"
                  f" F full shift {(ep-e0)*u:.4f}")
print("every check passed")
```

It prints:

```
alpha = 0.0072973526, m c^2 = 510998.95 eV
Q^2 = 2.25 m^2, photon mass mu = 0.0001 m
F2/(alpha/2pi): Feynman 0.7393570, spectral 0.7393570
(F1-1)/(alpha/pi): Feynman -5.1276, spectral -5.1275
Z = 0.05, A = 1: F_el(1s) = 19.6752, limit 19.6856
Z = 0.05: F_mag(n=1,kappa=-1) = 0.49971, limit 0.50000
Z = 0.05: F_mag(n=2,kappa=1) = -0.16667, limit -0.16667
Z = 0.05: F_mag(n=2,kappa=-2) = 0.08333, limit 0.08333
Ward identity residual = 1.5e-07; vertex: matrices -1.916775, scalar form -1.916775
contour test, Delta=0.4, r12=1.7: real photons 0.5371851, rotated 0.5371851
--- Z = 76: Z alpha = 0.55460, (alpha/pi)(Z alpha)^4 mc^2 = 112.2926 eV
A0 = 1.0694, B = 0.2681, L = 3.3370, cutoff radius = 0.02153 hbar/mc
FG 1s: el 1.1580 mag 0.3191 low 0.2860 F 1.7632 dE 197.989 eV
FG 2s: el 1.4785 mag 0.3558 low 0.3053 F 2.1396 dE 30.033 eV
FG 3s: el 1.4860 mag 0.3489 low 0.2843 F 2.1193 dE 8.814 eV
FG 4s: el 1.4684 mag 0.3419 low 0.2751 F 2.0854 dE 3.659 eV
FG 5s: el 1.4514 mag 0.3367 low 0.2695 F 2.0576 dE 1.848 eV
FG 2p1/2: el 0.1372 mag -0.2475 low 0.3652 F 0.2548 dE 3.577 eV
FG 2p3/2: el 0.0039 mag 0.0890 low 0.2348 F 0.3277 dE 4.600 eV
QED 1s: zero -3.6842 one 2.7868 many 2.4202 (poles 5.7846), kmax 12
QED 1s: F 1.5228 tail change 0.0000 dE 170.994 eV, FG off by +15.8 %
QED 2s: zero -13.4913 one 9.7544 many 5.7834 (poles 17.9321), kmax 16
QED 2s: F 2.0464 tail change 0.0000 dE 28.725 eV, FG off by +4.6 %
QED 3s: zero -26.1828 one 19.2079 many 9.0622 (poles 33.4179), kmax 20
QED 3s: F 2.0874 tail change 0.0004 dE 8.681 eV, FG off by +1.5 %
F(2s)-F(1s): QED 0.524, FG 0.376
1s, shift c = -0.25 mc^2: zero -4.8725 one 2.8331 many 3.5621 F 1.5227
grid 1s: eps 0.832118 mc^2, F odd part 1.7632, F full shift 1.7521
grid 2s: eps 0.957110 mc^2, F odd part 2.1396, F full shift 2.1261
grid 2p1/2: eps 0.957110 mc^2, F odd part 0.2547, F full shift 0.2542
grid 2p3/2: eps 0.960784 mc^2, F odd part 0.3276, F full shift 0.3275
--- Z = 50: Z alpha = 0.36487, (alpha/pi)(Z alpha)^4 mc^2 = 21.0367 eV
A0 = 0.9990, B = 0.2017, L = 4.7032, cutoff radius = 0.00932 hbar/mc
FG 1s: el 1.6093 mag 0.3441 low 0.1985 F 2.1520 dE 45.270 eV
FG 2s: el 1.7745 mag 0.3606 low 0.1849 F 2.3200 dE 6.101 eV
QED 1s: zero -12.4140 one 8.2369 many 6.0414 (poles 20.1723), kmax 12
QED 1s: F 1.8642 tail change 0.0000 dE 39.217 eV, FG off by +15.4 %
QED 2s: zero -39.7828 one 28.7456 many 13.2615 (poles 59.6919), kmax 16
QED 2s: F 2.2244 tail change 0.0005 dE 5.849 eV, FG off by +4.3 %
F(2s)-F(1s): QED 0.360, FG 0.168
every check passed
```
